\section*{When Two Parallel Transistor Fingers Stop Sharing Current Equally, part 1}

(Sections cited here and not found follow in the second part.)

\section{The stability condition}

\subsection{One finger or two in the calculation}

An electrothermal calculation of a two-finger transistor can be halved. One places an insulating mirror plane midway between the fingers, solves for one finger, and doubles the current. The mirror forces both fingers to have the same temperature and current. It therefore removes from the calculation any state in which one finger is hotter than the other. The shortcut can be trusted only if the equal state survives a small difference between the fingers.

Whether it does is decided by one dimensionless number. Let $V$ be the drain voltage, $c$ the change of one finger's current per kelvin at fixed terminal voltages, $R_s$ the temperature rise of a finger per watt dissipated in itself, and $R_m$ its rise per watt dissipated in its neighbour. With the total current held fixed, equal sharing is stable to small disturbances if
\begin{equation}
\Lambda \equiv V c\,(R_s-R_m) < 1 ,
\label{eq:claim}
\end{equation}
and unstable if $\Lambda>1$. Equal sharing does not cease to exist above the threshold. By symmetry it remains a stationary solution, which is why a symmetric calculation can converge to it without any warning. What fails is its stability.

\subsection{Electrical and thermal equations}

The fingers are identical and share all terminals. Their currents are
\begin{equation}
I_i=F(v,V,T_i),\qquad i=1,2,
\label{eq:device}
\end{equation}
where $v$ is the common gate voltage and $T_i$ is the temperature of finger $i$. The drain voltage $V$ is held fixed. The external circuit adjusts $v$ so that
\begin{equation}
I_1+I_2=2I
\label{eq:total}
\end{equation}
at every instant. This assumes that the electrical response is much faster than the thermal one. The power dissipated in finger $i$ is $VI_i$, the gate power being neglected.

For the heat flow, divide the semiconductor into small cells and collect their temperature rises above the base temperature $T_0$ in a vector $\theta$. With constant material properties,
\begin{equation}
C\dot\theta=-G\theta+V(I_1w_1+I_2w_2).
\label{eq:heat}
\end{equation}
Here $C$ is the diagonal matrix of heat capacities, all positive. The conductance matrix $G$ is symmetric, because the heat flow between two cells depends on their temperature difference through one and the same conductance. It is positive definite because every cell is connected, directly or through others, to the heat sink. The vector $w_i$ gives the fraction of finger $i$'s heat released in each cell, so its entries add up to one.

Each finger is described by a single temperature, the mean weighted with its own heat,
\begin{equation}
T_i=T_0+w_i^{\mathsf T}\theta .
\label{eq:temperature}
\end{equation}
In the steady state $\theta=G^{-1}V(I_1w_1+I_2w_2)$, and \eqref{eq:temperature} becomes
\begin{align}
T_1&=T_0+V(R_sI_1+R_mI_2),\nonumber\\
T_2&=T_0+V(R_mI_1+R_sI_2),
\label{eq:steadyT}
\end{align}
with
\begin{equation}
R_s=w_1^{\mathsf T}G^{-1}w_1=w_2^{\mathsf T}G^{-1}w_2,\qquad
R_m=w_1^{\mathsf T}G^{-1}w_2 .
\label{eq:resistances}
\end{equation}
The two self resistances agree because the structure is mirror symmetric, and the two mutual ones agree because $G$ is symmetric. The algebra contains no quantum constant, so it reads the same in SI and in atomic units.

The equal state follows at once. Setting $I_1=I_2=I$ in \eqref{eq:steadyT} gives the common temperature
\begin{equation}
T=T_0+VI(R_s+R_m).
\label{eq:equalT}
\end{equation}
The gate voltage is then whatever makes $F(v,V,T)=I$, provided the device can carry this current.

\subsection{The loop at steady state}

Small changes about the equal state obey
\begin{equation}
\delta I_i=c\,\delta T_i+g\,\delta v,\qquad
c=\left(\frac{\partial F}{\partial T}\right)_{v,V},\quad
g=\left(\frac{\partial F}{\partial v}\right)_{V,T}.
\label{eq:linear}
\end{equation}
Both derivatives are taken at the hot operating point, with $T$ from \eqref{eq:equalT}, and both refer to one finger. If a data set gives the relative coefficient $c/I$, then $Vc=(VI)(c/I)$, and the factor in front is the power of one finger, not of the pair.

The fixed total requires $\delta I_1+\delta I_2=0$. Adding the two equations \eqref{eq:linear} gives
\begin{equation}
g\,\delta v=-\frac c2(\delta T_1+\delta T_2).
\end{equation}
Substituting this back, we find
\begin{equation}
\delta I_1=-\delta I_2=\frac c2(\delta T_1-\delta T_2).
\label{eq:difference}
\end{equation}
The transconductance $g$ has dropped out. The gate acts on both fingers alike and can correct their sum, but it cannot correct their difference.

Now follow an imbalance once around the loop. Let $I_1=I+\delta$ and $I_2=I-\delta$. Subtracting the two lines of \eqref{eq:steadyT} gives
\begin{equation}
T_1-T_2=V(R_s-R_m)(I_1-I_2)=2V(R_s-R_m)\delta .
\label{eq:Tdiff}
\end{equation}
By \eqref{eq:difference} this temperature difference drives an imbalance $Vc(R_s-R_m)\delta=\Lambda\delta$. The mutual resistance enters with a minus sign because heat that reaches the neighbour warms the finger that carries less current, and so reduces the contrast between the two.

The same loop shows what happens to fingers that are not quite identical. Suppose that at equal temperatures their currents would differ by a small amount $\varepsilon$. Then $I_1-I_2=\varepsilon+c(T_1-T_2)$, and with \eqref{eq:Tdiff}
\begin{equation}
I_1-I_2=\frac{\varepsilon}{1-\Lambda}\qquad(\Lambda<1,\ \text{leading order in }\varepsilon).
\label{eq:mismatch}
\end{equation}
Self-heating with $c>0$ thus enlarges a built-in mismatch well before the threshold is reached.

\subsection{Why gain above one means growth}

The loop argument compares steady states. It does not by itself show that a disturbance grows in time, or exclude a growing oscillation at smaller gain. For this we need the time-dependent equation. Define
\begin{equation}
d=w_1-w_2,\qquad \delta T_1-\delta T_2=d^{\mathsf T}\delta\theta .
\end{equation}
By \eqref{eq:difference} the change of the heat source is
\begin{equation}
V(\delta I_1w_1+\delta I_2w_2)=V\delta I_1\,d=\frac{Vc}{2}\,d\,d^{\mathsf T}\delta\theta ,
\end{equation}
and \eqref{eq:heat} becomes
\begin{equation}
C\,\delta\dot\theta=A\,\delta\theta,\qquad A=-G+\frac{Vc}{2}\,d\,d^{\mathsf T}.
\label{eq:dynamics}
\end{equation}
A solution $\delta\theta=\phi\,e^{st}$ requires $A\phi=sC\phi$. Since $A$ and $C$ are real and symmetric and $C$ is positive definite, multiplication by $\phi^\dagger$ gives a real rate,
\begin{equation}
s=\frac{\phi^\dagger A\phi}{\phi^\dagger C\phi}.
\label{eq:rayleigh}
\end{equation}
No oscillation is possible in this linear problem, and $\phi$ may be taken real. The matrix $C^{-1/2}AC^{-1/2}$ is symmetric, so the modes form a complete set, and any small disturbance decays if every $s$ is negative.

To find the sign of $s$ we need one static quantity. From \eqref{eq:resistances},
\begin{equation}
d^{\mathsf T}G^{-1}d=R_s-2R_m+R_s=2(R_s-R_m).
\label{eq:dGd}
\end{equation}
This is positive, because $G^{-1}$ is positive definite and $d\neq0$. Writing $d^{\mathsf T}\phi=(G^{-1/2}d)^{\mathsf T}(G^{1/2}\phi)$, the Cauchy--Schwarz inequality gives
\begin{equation}
(d^{\mathsf T}\phi)^2\le (d^{\mathsf T}G^{-1}d)(\phi^{\mathsf T}G\phi)
=2(R_s-R_m)\,\phi^{\mathsf T}G\phi .
\label{eq:cs}
\end{equation}
For $c\ge0$ it follows that
\begin{equation}
\phi^{\mathsf T}A\phi=-\phi^{\mathsf T}G\phi+\frac{Vc}{2}(d^{\mathsf T}\phi)^2
\le-(1-\Lambda)\,\phi^{\mathsf T}G\phi .
\label{eq:bound}
\end{equation}
If $\Lambda<1$ the right side is negative for every $\phi\neq0$, so every rate \eqref{eq:rayleigh} is negative and equal sharing is stable. If $c<0$, both terms of $\phi^{\mathsf T}A\phi$ are non-positive and the first is strictly negative, so the state is stable however large $|\Lambda|$ is.

For $\Lambda>1$ try the temperature pattern $\phi=G^{-1}d$, the steady response to opposite heating of the two fingers. With \eqref{eq:dGd},
\begin{align}
\phi^{\mathsf T}A\phi&=-d^{\mathsf T}G^{-1}d+\frac{Vc}{2}\left(d^{\mathsf T}G^{-1}d\right)^2\nonumber\\
&=-2(R_s-R_m)+2Vc(R_s-R_m)^2\nonumber\\
&=2(R_s-R_m)(\Lambda-1)>0 .
\end{align}
The largest rate is the maximum of the quotient \eqref{eq:rayleigh} over all patterns, so it is positive, and a small difference between the fingers grows. This proves \eqref{eq:claim}. At $\Lambda=1$ the linear problem has a mode with $s=0$, and the nonlinear terms decide.

\subsection{The growth rate}

For $s\ge0$ the matrix $G+sC$ is positive definite and can be inverted. The mode equation $(G+sC)\phi=\tfrac12Vc\,d\,(d^{\mathsf T}\phi)$ then gives
\begin{equation}
\phi=\frac{Vc}{2}(G+sC)^{-1}d\,(d^{\mathsf T}\phi).
\label{eq:mode}
\end{equation}
Here $d^{\mathsf T}\phi$ cannot vanish, since otherwise $\phi=0$. Multiplying by $d^{\mathsf T}$ and dividing by $d^{\mathsf T}\phi$ gives
\begin{equation}
1=Vc\,Z_d(s),\qquad Z_d(s)=\frac12\,d^{\mathsf T}(G+sC)^{-1}d .
\label{eq:rate}
\end{equation}
The function $Z_d$ starts at $Z_d(0)=R_s-R_m$. Its derivative,
\begin{equation}
Z_d'(s)=-\frac12\,d^{\mathsf T}(G+sC)^{-1}C(G+sC)^{-1}d,
\end{equation}
is negative, and $Z_d\to0$ as $s\to\infty$. Equation \eqref{eq:rate} therefore has one positive root when $\Lambda>1$ and none when $\Lambda<1$. By \eqref{eq:mode} the root belongs to one pattern, in which the fingers change in opposite directions. Heat capacities set how fast the imbalance grows, but they do not move the threshold.

\subsection{The role of the fixed total current}

If the gate voltage is held instead, $\delta v=0$ and $\delta I_i=c\,\delta T_i$. The two fingers can now heat up together. An equal disturbance $\delta T_1=\delta T_2$ sees the resistance $R_s+R_m$ in place of $R_s-R_m$. The derivation above, repeated with $w_1+w_2$ in place of $d$, gives the threshold
\begin{equation}
Vc(R_s+R_m)=1\qquad(\text{gate voltage fixed}).
\label{eq:common}
\end{equation}
The equal and opposite patterns do not mix, because of the mirror symmetry. For $c>0$ and $R_m>0$ the common runaway thus comes first as $Vc$ is raised. Fixing the total current removes it and leaves the difference mode untouched. A current-controlled bias therefore protects the device as a whole without protecting the individual finger.

\subsection{Resistances of two strips}

Let each finger release its heat uniformly in a rectangle of length $L$ and width $W$ on the surface of a thick body of conductivity $k$. The top surface is insulated elsewhere, and the rectangles lie side by side with centres a distance $D$ apart. One watt released at a point spreads through hemispheres of area $2\pi r^2$, so $-k\,2\pi r^2\,dT/dr=1$ and the rise is $1/(2\pi kr)$. Averaging over source and receiver gives the mutual resistance for $D>0$ and the self resistance for $D=0$.

A double integral over two intervals of length $L$ that depends only on the difference of positions is a single integral with weight $L-|x|$. The same holds for the width, so
\begin{equation}
R(D)=\frac{1}{2\pi kL^2W^2}\int_{-L}^{L}\!dx\,(L-|x|)\int_{-W}^{W}\!dy\,
\frac{W-|y|}{\sqrt{u^2+y^2}},\quad u=|x+D| .
\label{eq:double}
\end{equation}
The inner integral is elementary,
\begin{equation}
2\int_0^W\frac{W-y}{\sqrt{u^2+y^2}}\,dy
=2\left[W\operatorname{arsinh}\frac Wu-\sqrt{u^2+W^2}+u\right].
\label{eq:inner}
\end{equation}
For $L\ll D$ we may set $u=D$, and the remaining weight integrates to $L^2$:
\begin{equation}
R_m\simeq\frac{1}{\pi kW}\left[\operatorname{arsinh}\frac WD-\sqrt{1+\frac{D^2}{W^2}}+\frac DW\right].
\label{eq:Rm}
\end{equation}
For the self resistance with $L\ll W$, the bracket in \eqref{eq:inner} is $W[\ln(2W/|x|)-1]$ to leading order. The weighted mean of the logarithm is
\begin{equation}
\frac{2}{L^2}\int_0^L(L-x)\ln x\,dx
=\frac{2}{L^2}\left[\frac{L^2}{2}\ln L-\frac{3L^2}{4}\right]=\ln L-\frac32 ,
\end{equation}
and therefore
\begin{equation}
R_s\simeq\frac{1}{\pi kW}\left[\ln\frac{2W}{L}+\frac12\right].
\label{eq:Rs}
\end{equation}
When also $D\ll W$, \eqref{eq:Rm} tends to $[\ln(2W/D)-1]/(\pi kW)$, and the difference is
\begin{equation}
R_s-R_m\simeq\frac{1}{\pi kW}\left[\ln\frac DL+\frac32\right]\qquad(L\ll D\ll W).
\label{eq:logpitch}
\end{equation}
Moving the fingers apart lowers their temperature but raises the resistance that drives the imbalance. At fixed $V$ and $c$, wider spacing brings the sharing threshold closer.

For the growth rate, the point solution $1/(2\pi kr)$ is replaced by $e^{-qr}/(2\pi kr)$ with $q=\sqrt{sh/k}$, where $h$ is the heat capacity per volume. This function satisfies $k\nabla^2\theta=sh\,\theta$ away from the source and carries the same unit power at small $r$. Its self average minus its mutual average is $Z_d(s)$.

\section{A transistor beyond the threshold}

\subsection{Symbols and results carried over}

Two identical fingers carry a fixed total current $2I$ at drain voltage $V$. Their self and mutual thermal resistances are $R_s$ and $R_m$; below, $R_d=R_s-R_m$. At equal sharing both have the temperature $T=T_0+VI(R_s+R_m)$, with $T_0$ the base temperature. The coefficient $c$ is the change of one finger's current per kelvin at fixed terminal voltages, taken at this operating point. Equal sharing is stable for $\Lambda=VcR_d<1$ and unstable for $\Lambda>1$. In the unstable case a small difference grows at the rate $s$ that solves $1=VcZ_d(s)$, where $Z_d(0)=R_d$. What remains is to find $c$ for a definite device, and the state that replaces equal sharing.

\subsection{The sign of the temperature coefficient}

Take a field-effect transistor in saturation with the square law
\begin{equation}
I_i=\frac12K(T_i)\,\eta_i^2,\qquad \eta_i=v-v_t(T_i),
\label{eq:square}
\end{equation}
where $\eta_i$ is the overdrive, the gate voltage in excess of the threshold voltage $v_t$. Two things change with temperature. The mobility falls, here as $1/T$, and the threshold voltage falls by $a$ volts per kelvin:
\begin{equation}
K(T)=K_0\frac{T_0}{T},\qquad v_t(T)=v_0-a(T-T_0).
\label{eq:KT}
\end{equation}
Differentiating \eqref{eq:square} at fixed $v$, with $dK/dT=-K/T$ and $d\eta/dT=a$, gives
\begin{equation}
c=-\frac{K\eta^2}{2T}+K\eta a=I\left(\frac{2a}{\eta}-\frac1T\right),
\label{eq:c}
\end{equation}
where the last step uses $K\eta^2=2I$, so that $K\eta=2I/\eta$.

The first term is the gain of current from the falling threshold, and the second is the loss from the falling mobility. The coefficient is positive when $\eta<2aT$. In this model a strongly driven finger sheds current as it warms and is safe from the instability. A more weakly driven one attracts current. At fixed temperature $c=K(a\eta-\eta^2/2T)$ vanishes at $\eta=0$ and at $\eta=2aT$, and is largest midway, at $\eta=aT$. At a given temperature and drain voltage the loop gain is thus largest at moderate gate drive. If the current of a given device is raised at fixed drain voltage, however, $T$ rises too and $aT$ moves up with it, so the largest gain need not lie at a moderate current.

It is convenient to split the loop gain into the same two parts:
\begin{equation}
\Lambda=\mu-\tau,\qquad \mu=\frac{2aVIR_d}{\eta},\qquad \tau=\frac{VIR_d}{T}.
\label{eq:mutau}
\end{equation}
For $R_m>0$ we have $R_d<R_s+R_m$, so $\tau<VI(R_s+R_m)/T=1-T_0/T<1$. This bound is needed below.

At fixed total current, equal sharing is stable to small disturbances for $\Lambda<1$ and unstable for $\Lambda>1$, and the coefficient $c$ that enters $\Lambda$ is now known for a square-law transistor. What remains is to find the unequal state that replaces equal sharing, and to work through a numerical example and the limits of the model.
